# Local impact-ionisation thresholds by constrained minimisation in numerical bands: a numerical check

```python
"""Local impact-ionisation thresholds in numerically diagonalised bands.

Result under test: minimise the initial energy Ei(k1) subject to
    g = Ei(k1) - Ec(ka) - Ec(kb) + Ev(ka + kb - k1) = 0.
At a smooth interior minimum with nonzero multiplier mu, both final electrons
and the hole have one common velocity vf, and vf = s*vi with mu = 1/(1-s).
k1: initial electron; ka, kb: final electrons; k2 = ka+kb-k1: emptied valence
state (hole wave vector -k2).  Energies in eV from the valence top, wave
vectors in 1/nm, band gradients (hbar times velocity) in eV nm.
Bands: eight-band k.p model, round parameters in the regime of InAs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import null_space
from scipy.optimize import minimize

C = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/2m0, eV nm^2
HBAR_EVS = const.hbar / const.e
TO_MS = 1e-9 / HBAR_EVS                               # eV nm -> m/s
GAP, SPIN_ORBIT, KANE = 0.35, 0.40, 18.0              # eV
REMOTE_C, REM_L, REM_M, REM_N = 1.0, 1.5, 2.6, 2.0    # units of hbar^2/2m0
LIGHT, HEAVY, COND = 1, 2, 3                          # spin-pair index
rng = np.random.default_rng(7)


def kp_terms(gap=GAP, remote_c=REMOTE_C):
    """Constant, linear and quadratic parts of H(k); basis (s,x,y,z) x spin."""
    pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
    h0 = np.zeros((8, 8), complex)
    h0[:2, :2] = gap * np.eye(2)
    eps = np.zeros((3, 3, 3))
    for i, j, l in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
        eps[i, j, l], eps[i, l, j] = 1, -1
    l_dot_sigma = sum(np.kron(-1j * eps[i], pauli[i]) for i in range(3))
    h0[2:, 2:] = SPIN_ORBIT / 3 * (l_dot_sigma - np.eye(6))
    h1 = np.zeros((3, 8, 8), complex)
    h2 = np.zeros((3, 3, 8, 8), complex)
    momentum = np.sqrt(KANE * C)
    for i in range(3):
        m = np.zeros((4, 4), complex)
        m[0, i + 1], m[i + 1, 0] = 1j * momentum, -1j * momentum
        h1[i] = np.kron(m, np.eye(2))
        diag = np.array([remote_c, -REM_M, -REM_M, -REM_M])
        diag[i + 1] = -REM_L
        h2[i, i] = np.kron(np.diag(C * diag), np.eye(2))
        for j in range(3):
            if j != i:
                m = np.zeros((4, 4))
                m[i + 1, j + 1] = m[j + 1, i + 1] = -C * REM_N / 2
                h2[i, j] = np.kron(m, np.eye(2))
    return h0, h1, h2


def band(terms, pair):
    """Function k -> (energy, gradient) of one spin-degenerate band."""
    h0, h1, h2 = terms

    def evaluate(k):
        quad_part = np.tensordot(k, h2, axes=(0, 0))
        slope = h1 + 2 * quad_part
        h = h0 + np.tensordot(k, h1 + quad_part, axes=(0, 0))
        e, u = np.linalg.eigh(h)
        u = u[:, 2 * pair:2 * pair + 2]
        grad = np.array([np.sum(u.conj() * (d @ u)).real / 2 for d in slope])
        return e[2 * pair:2 * pair + 2].mean(), grad
    return evaluate


def energies(terms, pair, points):
    """Energies only, for many wave vectors at once."""
    h0, h1, h2 = terms
    products = (points[:, :, None] * points[:, None, :]).reshape(-1, 9)
    h = (points @ h1.reshape(3, 64) + products @ h2.reshape(9, 64))
    e = np.linalg.eigvalsh(h.reshape(-1, 8, 8) + h0)
    return e[:, 2 * pair:2 * pair + 2].mean(axis=1)


def problem(ec, ev, frame, loss=0.0):
    """x = (y, ka, kb), k1 = frame @ y.  Returns objective and constraint."""
    d = frame.shape[1]

    def evaluate(x):
        k1, ka, kb = frame @ x[:d], x[d:d + 3], x[d + 3:]
        (ei, vi), (ea, va), (eb, vb) = ec(k1), ec(ka), ec(kb)
        eh, vh = ev(ka + kb - k1)
        df = np.concatenate([frame.T @ vi, np.zeros(6)])
        dg = np.concatenate([frame.T @ (vi - vh), vh - va, vh - vb])
        return ei, df, ei - ea - eb + eh - loss, dg
    return evaluate


def lagrangian_hessian(fun, x, mu, step=1e-4):
    columns = []
    for unit in np.eye(len(x)):
        up, down = fun(x + step * unit), fun(x - step * unit)
        columns.append((up[1] - mu * up[3] - down[1] + mu * down[3]) / (2 * step))
    w = np.array(columns)
    return (w + w.T) / 2


def solve(fun, start):
    """Constrained minimisation, then Newton steps on the Lagrange equations."""
    out = minimize(lambda x: fun(x)[:2], start, jac=True, method="SLSQP",
                   constraints={"type": "eq", "fun": lambda x: fun(x)[2],
                                "jac": lambda x: fun(x)[3]},
                   options={"maxiter": 300, "ftol": 1e-13})
    x = out.x
    _, df, g, dg = fun(x)
    mu = df @ dg / (dg @ dg)
    for _ in range(7):
        n = len(x)
        matrix = np.zeros((n + 1, n + 1))
        matrix[:n, :n] = lagrangian_hessian(fun, x, mu)
        matrix[:n, n], matrix[n, :n] = -dg, dg
        change = np.linalg.solve(matrix, -np.append(df - mu * dg, g))
        x, mu = x + change[:n], mu + change[n]
        _, df, g, dg = fun(x)
    return x, mu, np.linalg.norm(np.append(df - mu * dg, g))


def tangent_curvatures(fun, x, mu):
    basis = null_space(fun(x)[3][None, :])
    return np.linalg.eigvalsh(basis.T @ lagrangian_hessian(fun, x, mu) @ basis)


def value_only_minimum(terms, pair, k1, step, levels):
    """Minimum final energy at fixed k1 from a shrinking 6D grid, no slopes."""
    def cube(n):
        r = np.arange(-n, n + 1)
        return np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T
    small, large = cube(4), cube(8)
    index = (small + 4) @ np.array([289, 17, 1])
    pair_index = index[:, None] + index[None, :]
    ka, kb = np.zeros(3), np.zeros(3)
    for _ in range(levels):
        ea = energies(terms, COND, ka + step * small)
        eb = energies(terms, COND, kb + step * small)
        eh = energies(terms, pair, ka + kb - k1 + step * large)
        total = ea[:, None] + eb[None, :] - eh[pair_index]
        i, j = np.unravel_index(np.argmin(total), total.shape)
        ka, kb = ka + step * small[i], kb + step * small[j]
        best, step = total[i, j], step / 2
    return best, ka, kb


def difference_gradient(terms, pair, k, step=1e-4):
    shift = step * np.eye(3)
    return (energies(terms, pair, k + shift)
            - energies(terms, pair, k - shift)) / (2 * step)


def search(terms, pair, size, small, count):
    """Local minima over all initial directions from random starts."""
    fun = problem(band(terms, COND), band(terms, pair), np.eye(3))
    found = []
    for _ in range(count):
        n = rng.normal(size=3)
        n /= np.linalg.norm(n)
        start = np.concatenate([size * n, small * n, small * n])
        start[3:] += 0.02 * rng.normal(size=6)
        try:
            x, mu, residual = solve(fun, start)
        except np.linalg.LinAlgError:
            continue
        if residual < 1e-9 and mu > 0 and tangent_curvatures(fun, x, mu)[0] > 0:
            found.append((fun(x)[0], x, mu))
    return sorted(found, key=lambda item: item[0])


terms = kp_terms()
cond, heavy, light = (band(terms, p) for p in (COND, HEAVY, LIGHT))

# band slopes and masses against independent values
for pair in (LIGHT, HEAVY, COND):
    k = rng.normal(size=3) * 0.4
    assert np.allclose(band(terms, pair)(k)[1],
                       difference_gradient(terms, pair, k), atol=1e-6)
directions = {"100": np.array([1., 0, 0]), "110": np.array([1., 1, 0]) / 2**0.5,
              "111": np.array([1., 1, 1]) / 3**0.5}
inv_mc = REMOTE_C + KANE / 3 * (2 / GAP + 1 / (GAP + SPIN_ORBIT))
small_k = 0.005
inv_mc_numeric = (cond(small_k * directions["100"])[0] - GAP) / (C * small_k**2)
assert abs(inv_mc_numeric / inv_mc - 1) < 2e-3      # nonparabolicity at small_k
mc = 1 / inv_mc
hole_mass = {d: -C * 0.25 / heavy(0.5 * n)[0] for d, n in directions.items()}
assert abs(hole_mass["100"] * REM_M - 1) < 1e-8
assert abs(hole_mass["111"] * (REM_L + 2 * REM_M - REM_N) / 3 - 1) < 1e-8

# solver against the closed parabolic threshold
def parabola(edge, mass):
    return lambda k: (edge + C * (k @ k) / mass, 2 * C * k / mass)
def parabolic_threshold(gap, m_e, m_h):
    return gap * (2 * m_e + m_h) / (m_e + m_h)
axis = directions["100"][:, None]
fun = problem(parabola(1.0, 0.1), parabola(0.0, -0.4), axis)
x, mu, residual = solve(fun, np.array([1.8, 0.3, 0, 0, 0.2, 0, 0]))
assert residual < 1e-9
assert abs(fun(x)[0] - 1.0 - parabolic_threshold(1.0, 0.1, 0.4)) < 1e-8

# thresholds for fixed initial directions, classified in the full space
full = problem(cond, heavy, np.eye(3))
threshold, negative, solution = {}, {}, {}
for name, n in directions.items():
    fun = problem(cond, heavy, n[:, None])
    x, mu, residual = solve(fun, np.concatenate([[0.7], 0.02 * n, 0.02 * n]))
    assert residual < 1e-9 and mu > 0
    x9 = np.concatenate([x[0] * n, x[1:]])
    _, df, _, dg = full(x9)
    assert np.linalg.norm(df - mu * dg) < 1e-7      # also stationary in 3D
    curvatures = tangent_curvatures(full, x9, mu)
    threshold[name] = fun(x)[0] - GAP
    negative[name] = int(np.sum(curvatures < -1e-6))
    solution[name] = (x9, mu, curvatures[0])
assert [negative[d] for d in ("100", "110", "111")] == [2, 1, 0]

# random starts over all directions
found = search(terms, HEAVY, 0.7, 0.02, 12)
assert len(found) >= 3
assert abs(found[0][0] - GAP - threshold["111"]) < 1e-8
assert np.allclose(np.abs(found[0][1][:3]), np.abs(found[0][1][0]), atol=1e-5)

# lowest threshold: velocities and the energies-only search
x9, mu, lowest_curvature = solution["111"]
k1, ka, kb = x9[:3], x9[3:6], x9[6:]
k2 = ka + kb - k1
vi = difference_gradient(terms, COND, k1)
va, vb = (difference_gradient(terms, COND, k) for k in (ka, kb))
vh = difference_gradient(terms, HEAVY, k2)
assert np.linalg.norm(va - vh) < 1e-6 and np.linalg.norm(vb - vh) < 1e-6
s = vh @ vi / (vi @ vi)
assert np.linalg.norm(vh - s * vi) < 1e-6 and s < 1
best, ga, gb = value_only_minimum(terms, HEAVY, k1, 0.2, 13)
grid_gap = best - cond(k1)[0]
assert abs(grid_gap) < 1e-6
wa, wb = (difference_gradient(terms, COND, k) for k in (ga, gb))
wh = difference_gradient(terms, HEAVY, ga + gb - k1)
grid_spread = max(np.linalg.norm(wa - wh), np.linalg.norm(wb - wh))
assert grid_spread < 6e-4                       # set by the last grid step
margin = {}
for factor in (0.98, 1.02):
    margin[factor] = (cond(factor * k1)[0]
                      - value_only_minimum(terms, HEAVY, factor * k1, 0.2, 9)[0])
assert margin[0.98] < 0 < margin[1.02]

# response to an extra energy loss gives the multiplier
n111 = directions["111"]
start7 = np.concatenate([[np.linalg.norm(k1)], ka, kb])
def threshold_111(material, gap, loss=0.0):
    f = problem(band(material, COND), band(material, HEAVY), n111[:, None], loss)
    y, _, r = solve(f, start7)
    assert r < 1e-9
    return f(y)[0] - gap
response = (threshold_111(terms, GAP, 1e-3) - threshold_111(terms, GAP, -1e-3)) / 2e-3
assert abs(response - 1 / (1 - s)) < 1e-4 and abs(mu - 1 / (1 - s)) < 1e-5

# light-hole channel
light_found = search(terms, LIGHT, 1.1, 0.05, 12)
assert light_found
light_energy, xl, mu_light = light_found[0]
best_light = value_only_minimum(terms, LIGHT, xl[:3], 0.03, 11)[0]
assert abs(best_light - light_energy) < 1e-5
assert light_energy - GAP > threshold["111"]
light_k2 = xl[3:6] + xl[6:] - xl[:3]

# exception 1: minimum at the bottom of a high initial band (dimensionless)
def bottom_constraint(q):
    return 2.5 + q[0]**2 - 1 - q[1]**2 - q[2]**2 - 0.1 * (q[1] + q[2] - q[0])**2
out = minimize(lambda q: 2.5 + q[0]**2, [0.3, 1.0, 0.2], method="SLSQP",
               constraints={"type": "eq", "fun": bottom_constraint},
               options={"ftol": 1e-12})
bottom_velocities = 2 * out.x[1], 2 * out.x[2]
assert abs(out.x[0]) < 1e-3 and abs(bottom_constraint(out.x)) < 1e-6
assert abs(bottom_velocities[0] - bottom_velocities[1]) > 0.1

# exception 2: convex kink traps a minimum, concave kink does not
q = np.linspace(-1, 1, 401)
qa, qb = np.meshgrid(q, q, indexing="ij")
others = qb**2 / 2 + (qa + qb - 0.6)**2 / 6
i, j = np.unravel_index(np.argmin(0.5 * np.abs(qa) + others), qa.shape)
kink_a, kink_vb = q[i], q[j]
assert abs(kink_a) < 1e-9 and 0.1 < kink_vb < 0.2   # branch slopes are +-0.5
i, j = np.unravel_index(np.argmin(qa**2 / 2 - 0.5 * np.abs(qa) + others), qa.shape)
assert abs(q[i]) > 0.1 and abs(q[i] - 0.5 * np.sign(q[i]) - q[j]) < 0.011

# size of neglected effects; inputs are rough typical values
temperature, field, lifetime, density = 300.0, 0.05, 1e-13, 1e15
phonon, satellite, gap_slope, spin_cubic = 0.03, 0.7, 3e-4, 0.03
kt = const.k * temperature / const.e
field_nm = field * 0.1                              # MV/cm -> V/nm
cooled = threshold_111(kp_terms(gap=GAP + 100 * gap_slope), GAP + 100 * gap_slope)
no_remote = threshold_111(kp_terms(remote_c=0.0), GAP)
field_width = (C / mc * field_nm**2)**(1 / 3)
action = quad(lambda e: 2 * np.sqrt(max(GAP**2 / 4 - e**2, 0))
              / np.sqrt(GAP * C / mc) / field_nm, -GAP / 2, GAP / 2)[0]
assert abs(action / (np.pi * GAP**1.5 / (4 * np.sqrt(C / mc) * field_nm)) - 1) < 1e-5
n_c = 2 * (mc * const.m_e * const.k * temperature
           / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
electron_energy = cond(ka)[0] - GAP
filling = density / n_c * np.exp(-electron_energy / kt)
e_th = threshold["111"]
parabolic = parabolic_threshold(GAP, mc, hole_mass["111"])

def vec(k):
    return "(" + ", ".join(f"{c:.4f}" for c in k) + ")"
print(f"gap, spin-orbit splitting, Kane energy: {GAP}, {SPIN_ORBIT}, {KANE} eV")
print(f"remote coefficients c,l,m,n: {REMOTE_C}, {REM_L}, {REM_M}, {REM_N} hbar^2/2m0")
print(f"conduction edge mass: {mc:.4f} m0")
for name in directions:
    print(f"[{name}] heavy-hole mass {hole_mass[name]:.3f} m0, threshold above "
          f"band edge {threshold[name]:.5f} eV, negative curvatures {negative[name]}")
print(f"random starts ending in a true minimum: {len(found)} of 12")
print(f"lowest and highest of these minima: {found[0][0]-GAP:.5f}, {found[-1][0]-GAP:.5f} eV")
print(f"smallest tangent curvature at [111]: {lowest_curvature:.4f} eV nm^2")
print(f"[111] k1 = {vec(k1)} 1/nm, length {np.linalg.norm(k1):.4f} 1/nm")
print(f"[111] ka = {vec(ka)} 1/nm, length {np.linalg.norm(ka):.4f} 1/nm")
print(f"[111] kb = {vec(kb)} 1/nm")
print(f"[111] hole wave vector -k2 = {vec(-k2)} 1/nm")
print(f"energy of each final electron: {1e3*electron_energy:.3f} meV")
print(f"hole energy: {-1e3*heavy(k2)[0]:.3f} meV")
print(f"initial speed: {np.linalg.norm(vi)*TO_MS:.4e} m/s")
print(f"final electron a speed: {np.linalg.norm(va)*TO_MS:.4e} m/s")
print(f"final electron b speed: {np.linalg.norm(vb)*TO_MS:.4e} m/s")
print(f"hole speed: {np.linalg.norm(vh)*TO_MS:.4e} m/s")
print(f"velocity ratio s: {s:.5f}; multiplier mu: {mu:.5f}")
print(f"threshold rise per unit extra loss, by re-solving: {response:.5f}")
print(f"energies-only grid minimum minus initial energy: {grid_gap:.1e} eV")
print(f"largest velocity mismatch at grid minimum: {grid_spread*TO_MS:.1e} m/s")
print(f"energy margin at 0.98 k1 and 1.02 k1: {1e3*margin[0.98]:.2f}, {1e3*margin[1.02]:.2f} meV")
print(f"parabolic estimate of [111] threshold: {parabolic:.5f} eV")
print(f"light-hole channel, lowest threshold found: {light_energy-GAP:.4f} eV")
print(f"light-hole channel k1 = {vec(xl[:3])} 1/nm, mu = {mu_light:.4f}")
print(f"light-hole channel hole energy: {-light(light_k2)[0]:.4f} eV")
print(f"band-bottom exception, final electron velocities: "
      f"{bottom_velocities[0]:.3f}, {bottom_velocities[1]:.3f} (dimensionless)")
print(f"kink exception, velocity of the other electron: {kink_vb:.3f}, "
      "kink slopes -0.5 and 0.5 (dimensionless)")
print(f"rough inputs: {temperature:.0f} K, field {field} MV/cm, lifetime {lifetime*1e12:.1f} ps, "
      f"density {density:.0e} cm^-3")
print(f"rough inputs: phonon {phonon} eV, satellite valley {satellite} eV above edge")
print(f"rough inputs: gap slope {gap_slope*1e3:.1f} meV/K, spin cubic term {spin_cubic} eV nm^3")
print(f"distance to gain threshold energy in field: {e_th/field_nm:.1f} nm")
print(f"thermal energy: {1e3*kt:.1f} meV")
print(f"threshold shift on cooling by 100 K: {1e3*(cooled-e_th):.1f} meV")
print(f"threshold shift if one phonon is emitted: {1e3*mu*phonon:.1f} meV")
print(f"field broadening scale: {1e3*field_width:.1f} meV")
print(f"lifetime broadening: {1e3*HBAR_EVS/lifetime:.1f} meV")
print(f"tunnelling exponent: {action:.1f}, factor {np.exp(-action):.1e}")
print(f"occupation of a final electron state: {filling:.4f}")
print(f"spin-splitting scale at k1: {1e3*spin_cubic*np.linalg.norm(k1)**3:.1f} meV")
print(f"threshold shift without conduction remote term: {1e3*(no_remote-e_th):.2f} meV")
print(f"satellite valley minus heavy-hole threshold: {satellite-e_th:.3f} eV")
print(f"satellite valley minus light-hole threshold: {satellite-light_energy+GAP:.3f} eV")
print("no test failed")
```

Printed output:

```
gap, spin-orbit splitting, Kane energy: 0.35, 0.4, 18.0 eV
remote coefficients c,l,m,n: 1.0, 1.5, 2.6, 2.0 hbar^2/2m0
conduction edge mass: 0.0231 m0
[100] heavy-hole mass 0.385 m0, threshold above band edge 0.39184 eV, negative curvatures 2
[110] heavy-hole mass 0.556 m0, threshold above band edge 0.37920 eV, negative curvatures 1
[111] heavy-hole mass 0.638 m0, threshold above band edge 0.37578 eV, negative curvatures 0
random starts ending in a true minimum: 12 of 12
lowest and highest of these minima: 0.37578, 0.37578 eV
smallest tangent curvature at [111]: 0.1167 eV nm^2
[111] k1 = (0.3930, 0.3930, 0.3930) 1/nm, length 0.6807 1/nm
[111] ka = (0.0133, 0.0133, 0.0133) 1/nm, length 0.0231 1/nm
[111] kb = (0.0133, 0.0133, 0.0133) 1/nm
[111] hole wave vector -k2 = (0.3663, 0.3663, 0.3663) 1/nm
energy of each final electron: 0.876 meV
hole energy: 24.033 meV
initial speed: 1.1022e+06 m/s
final electron a speed: 1.1508e+05 m/s
final electron b speed: 1.1508e+05 m/s
hole speed: 1.1508e+05 m/s
velocity ratio s: 0.10441; multiplier mu: 1.11658
threshold rise per unit extra loss, by re-solving: 1.11658
energies-only grid minimum minus initial energy: 6.5e-10 eV
largest velocity mismatch at grid minimum: 7.2e+01 m/s
energy margin at 0.98 k1 and 1.02 k1: -8.85, 8.84 meV
parabolic estimate of [111] threshold: 0.36223 eV
light-hole channel, lowest threshold found: 0.6369 eV
light-hole channel k1 = (0.5992, -0.5992, -0.5992) 1/nm, mu = 1.3488
light-hole channel hole energy: 0.2755 eV
band-bottom exception, final electron velocities: 2.245, 0.470 (dimensionless)
kink exception, velocity of the other electron: 0.150, kink slopes -0.5 and 0.5 (dimensionless)
rough inputs: 300 K, field 0.05 MV/cm, lifetime 0.1 ps, density 1e+15 cm^-3
rough inputs: phonon 0.03 eV, satellite valley 0.7 eV above edge
rough inputs: gap slope 0.3 meV/K, spin cubic term 0.03 eV nm^3
distance to gain threshold energy in field: 75.2 nm
thermal energy: 25.9 meV
threshold shift on cooling by 100 K: 34.6 meV
threshold shift if one phonon is emitted: 33.5 meV
field broadening scale: 34.5 meV
lifetime broadening: 6.6 meV
tunnelling exponent: 25.3, factor 1.0e-11
occupation of a final electron state: 0.0110
spin-splitting scale at k1: 9.5 meV
threshold shift without conduction remote term: 1.50 meV
satellite valley minus heavy-hole threshold: 0.324 eV
satellite valley minus light-hole threshold: 0.063 eV
no test failed
```
